# Needle Optimization of a Broadband Aperiodic Mo/Si Mirror

## More layers can make a broadband mirror worse

Suppose a mirror must reflect evenly from 13.0 to 14.0 nm (95.4 to 88.6 eV). A periodic stack of 40 molybdenum/silicon pairs, with period and Mo fraction fitted to this task, reaches a reflectance of 0.73 at its best sampled wavelength and 0.13 at its worst. Adding pairs has sharpened the peak. Letting each thickness vary helps, but a thickness search cannot create a layer where none exists. Trying a new layer at every depth, with a new calculation for each trial, is slow.

What is needed is the change of reflectance per unit thickness of a layer that is not there yet, at every depth, from the field in the present stack. Such an infinitesimal new layer is called a needle.

Lengths are in nm. Fields vary as $e^{-i\omega t}$, depth $z$ increases into the mirror, and an absorbing material has $\operatorname{Im}\varepsilon>0$.

## Two thin sheets by hand

Take normal incidence and put one sheet of permittivity $\varepsilon$ and small thickness $t$ in vacuum. Silicon is close to vacuum at these wavelengths, so this is a crude picture of Mo in silicon. With $k=2\pi/\lambda$ and $V=dU/dz$, the electric field $U$ obeys

$$U'=V,\qquad V'=-k^2\varepsilon U .$$

Below the sheet there is only a downgoing wave. Choose $U=1$, $V=ik$ at the lower face. One step upwards subtracts $t$ times the derivative:

$$U_{\rm top}=1-ikt,\qquad V_{\rm top}=ik+k^2\varepsilon t .$$

Above the sheet the field is an incident part $A$ plus a reflected part $B$, so $U=A+B$ and $V=ik(A-B)$. Hence $B/A=(U-V/ik)/(U+V/ik)$. Here $V_{\rm top}/ik=1-ik\varepsilon t$, the numerator is $ik(\varepsilon-1)t$, and the denominator is $2+O(t)$. With $\chi=\varepsilon-1$,

$$r=\frac{ik\chi}{2}\,t+O(t^2).$$

At depth $z$ the wave travels down and back, which adds the factor $e^{2ikz}$.

For Mo take $n=0.92+0.006i$. Then $\chi=n^2-1\approx-0.154+0.011i$ and $|\chi|\approx0.154$. At 13.5 nm, $k=0.465$ nm$^{-1}$, so to first order in thickness a 1 nm sheet has $|r|\approx0.465\times0.154/2=0.036$ and reflects about 0.13% of the power. Many sheets must cooperate.

Now let a first sheet of thickness $\tau$ lie at $z=0$, and grow a second one at $z$. To leading order in $\tau$, $r=ik\chi\tau/2$ and $dr/dt=(ik\chi/2)e^{2ikz}$. Since $R=rr^*$,

$$\frac{dR}{dt}=2\operatorname{Re}\left(r^*\frac{dr}{dt}\right)=\frac{k^2|\chi|^2\tau}{2}\cos 2kz .$$

The best depths are multiples of $\lambda/2$: the needle slope has found the Bragg condition.

With two wavelengths a conflict appears. Neglect the modest difference between their prefactors and add the slopes:

$$\cos2k_1z+\cos2k_2z=2\cos[(k_1+k_2)z]\cos[(k_1-k_2)z].$$

The first factor favours a regular grid of spacing $2\pi/(k_1+k_2)=\lambda_1\lambda_2/(\lambda_1+\lambda_2)$, which is 6.7 nm for the two band edges. The second factor vanishes first at

$$z=\frac{\lambda_1\lambda_2}{4(\lambda_2-\lambda_1)}=\frac{13\times14}{4}=45.5\ {\rm nm}$$

and is negative from there to three times that depth. In that interval a sheet on the original grid lowers the sum, and a sheet shifted by half a spacing raises it. A broadband design therefore has a reason to slip its grid. The 45.5 nm belongs to this weak two-sheet model; in a thick stack attenuation and repeated reflection change the balance.

## The field in a general stack

Let light arrive from vacuum at angle $\theta$ on homogeneous, isotropic, non-magnetic layers above a semi-infinite substrate. Define $k_0=2\pi/\lambda$, $k_x=k_0\sin\theta$ and $k=k_0\cos\theta$. All fields share the factor $e^{ik_xx}$.

For s polarization, $E_y=U$. Faraday's law gives $H_x=-U'/(i\omega\mu_0)$ and $H_z=k_xU/(\omega\mu_0)$. The $y$ component of Ampère's law, $H_x'-ik_xH_z=-i\omega\varepsilon_0\varepsilon U$, multiplied by $-i\omega\mu_0$, becomes $U''-k_x^2U=-k_0^2\varepsilon U$.

For p polarization, $H_y=U$. Ampère's law gives $E_x=U'/(i\omega\varepsilon_0\varepsilon)$ and $E_z=-k_xU/(\omega\varepsilon_0\varepsilon)$. Faraday's law, $E_x'-ik_xE_z=i\omega\mu_0U$, multiplied by $i\omega\varepsilon_0$, becomes $(U'/\varepsilon)'-k_x^2U/\varepsilon=-k_0^2U$.

Both cases have the form

$$U'=mV,\qquad V'=-pU,$$

with $m=1$, $p=k_0^2\varepsilon-k_x^2$ for s, and $m=\varepsilon$, $p=k_0^2-k_x^2/\varepsilon$ for p. $U$ and $V$ are proportional to tangential fields, so both are continuous at interfaces.

Within a layer $U''=-q^2U$ and $V''=-q^2V$, where $q^2=mp$. Going up by $d$ from a point with values $U,V$, and using $p/q=q/m$,

$$U(z-d)=U\cos qd-\frac mqV\sin qd,$$
$$V(z-d)=V\cos qd+\frac qmU\sin qd .$$

Start in the substrate with $U=1$, $V=iq_s/m_s$, where $\operatorname{Im}q_s>0$ so that the wave decays downwards. At the surface, as in the small example,

$$r=\frac{U-V/ik}{U+V/ik}.$$

Dividing all fields by $(U+V/ik)/2$ gives unit incident amplitude. From here on $U$ and $V$ have this scale, so $U(0)=1+r$ and $V(0)=ik(1-r)$.

## The slope for any needle

Insert thickness $t$ of material $b$ at depth $z$, moving everything below it down by $t$. Mark the new solution with a tilde and form

$$W=U\tilde V-\tilde UV .$$

Above the needle both solutions obey the same equations, and

$$W'=mV\tilde V-pU\tilde U-m\tilde VV+p\tilde UU=0 .$$

Thus $W$ has the same value at the surface and at the needle's upper face. At the surface,

$$W=ik[(1+r)(1-\tilde r)-(1+\tilde r)(1-r)]=-2ik(\tilde r-r).$$

Below the needle the new structure is the old one shifted. The condition of a wave leaving into the substrate fixes its solution up to a factor $c$. At the needle's lower face the new fields are therefore $cU(z)$ and $cV(z)$. One step up through the needle gives

$$\tilde U=c(U-tm_bV)+O(t^2),\qquad \tilde V=c(V+tp_bU)+O(t^2).$$

Insert these in $W$. The terms $cUV$ cancel, leaving $W=ct(p_bU^2+m_bV^2)+O(t^2)$. As $t\to0$ the new solution tends to the old one at fixed incident amplitude, so $c=1+O(t)$ and affects only second order. Equating the two values of $W$, with $-1/i=i$,

$$\boxed{\frac{dr}{dt}=G_b(z)=\frac{i}{2k}\left[p_bU(z)^2+m_bV(z)^2\right]}$$

and $dR/dt=2\operatorname{Re}(r^*G_b)$. The fields are squared, not their moduli, because the phase of the returning wave decides whether it helps.

The sheet in vacuum is recovered with $U=e^{ikz}$ and $V=ike^{ikz}$: then $G_b=(i/2k)(k^2\varepsilon-k^2)e^{2ikz}=(ik\chi/2)e^{2ikz}$.

Two further cases matter. If $b$ is the host material $a$, insertion merely thickens that layer, so $G_a$ is the ordinary thickness derivative. It is independent of position within the layer, since

$$(pU^2+mV^2)'=2pmUV-2mpUV=0 .$$

If the needle instead replaces an equal thickness of host, the slope is $G_b-G_a$. For s polarization this is $(ik_0^2/2k)(\varepsilon_b-\varepsilon_a)U^2$. Insertion and replacement are different operations, but they give the same slope of a design merit where that merit is stationary in the host thickness.

## The algorithm

Let $R_T$ be a target reflectance and let angle brackets average over the chosen wavelengths. The merit and its slope are

$$F=\langle(R-R_T)^2\rangle,\qquad \frac{dF}{dt}=\left\langle2(R-R_T)\frac{dR}{dt}\right\rangle .$$

A negative slope guarantees that a sufficiently thin needle lowers $F$. The search runs as follows.

1. Refine all thicknesses by a gradient method, keeping them non-negative.
2. From one field calculation per wavelength, scan $dF/dt$ over depth for the material that differs from the host.
3. Insert a needle of zero thickness where the slope is most negative, and refine all thicknesses again.
4. Repeat until the slopes are negligible, the merit stops falling, or a layer budget is spent.
5. Merge layers too thin to make, and refine once more with a minimum thickness.

Zero thickness is a useful start: the reflectance is unchanged, and the slope just found is the needle's component of the gradient. If no slope is negative, no single vanishingly thin needle helps to first order. A thick layer, or several changes made together, might still do so. The method is a local search.

New layers also need room at the bottom. A silicon reserve above a silicon substrate provides it. The wave there goes only downwards, so $V=iqU/m$ and $pU^2+mV^2=(p-q^2/m)U^2=0$. The reserve's thickness has no optical effect, while a Mo needle in it generally has a non-zero slope.

## A mirror for 13.0 to 14.0 nm

The angle is 6 degrees and the light is s polarized. The indices, $0.92+0.006i$ for Mo and $1.00+0.002i$ for Si, are rough typical values held constant over the band. The target is $R_T=0.60$, and the merit uses 20 wavelengths at the centres of equal intervals. Periodic stacks of 8, 12, 16, 20, 30 and 40 pairs were fitted in period and Mo fraction. Of these six, the 20-pair stack was best and became the start, above 150 nm of silicon reserve.

| Design | $F$ | Mean $R$ | Lowest $R$ | Highest $R$ |
|---|---:|---:|---:|---:|
| periodic, 40 pairs | 0.0375 | 0.562 | 0.135 | 0.731 |
| periodic, 20 pairs | 0.0107 | 0.557 | 0.358 | 0.654 |
| 20 pairs refined, no needles | 0.0080 | 0.534 | 0.407 | 0.597 |
| final aperiodic | 0.00045 | 0.588 | 0.540 | 0.612 |

Refinement without needles lowers the mean reflectance and still improves the merit. To see why, write $R-R_T=(R-\bar R)+(\bar R-R_T)$ with $\bar R=\langle R\rangle$. The cross term averages to zero, so

$$F=(\bar R-R_T)^2+\langle(R-\bar R)^2\rangle .$$

For the 20-pair stack the first term is $0.0426^2=0.0018$, leaving 0.0089 for the second, whose square root is an rms spread of 0.094. After refinement the terms are 0.0043 and 0.0037: a lower mean is traded for a spread of 0.061. In the final stack they are 0.00013 and 0.00032, a spread of 0.018. Both the level and the flatness have improved over the refined 20-pair stack. This comparison does not separate the needles from the larger number of layers they bring. A thickness search that starts from the fitted 40-pair stack has enough layers from the outset and reaches $F\approx0.00054$ without a minimum thickness. The value stays about the same when thin layers are merged and the 1.5 nm minimum is then imposed, as was done for the needle design, which reaches 0.00045. The advantage of needles is that the number and places of the layers need not be guessed beforehand.

The first needle is Mo at a depth of 172.74 nm. Its derived slope is $-1.025\times10^{-3}$ nm$^{-1}$, and a finite difference gives the same value to all seven printed digits. After refinement $F$ has fallen from 0.00798 to 0.00590. This drop of 0.00208 equals the initial slope times about 2 nm, but it also contains the response of all other layers.

The search used its full budget of 24 needles. Five entered what was then the lowest silicon layer; the others entered layers above it, including silicon cut off from the reserve by earlier needles. The returns diminish: $F$ is 0.00121 after needle 7 and 0.00047 after needle 22. Merging layers below 1.0 nm and imposing a 1.5 nm minimum leaves $F$ at 0.000452 to the printed digits.

Within the layers and the silicon reserve left at the end, the steepest insertion slope is $-7.9\times10^{-6}$ nm$^{-1}$, so a sufficiently thin needle would still lower $F$. It could be too thin to make, and the slope does not tell whether a needle of 1.5 nm would help: between the layers, inserting one moves all deeper layers by about a fifth of a period, far outside the linear range. A needle in the reserve has no layers below it to move, and a thicker reserve could offer further useful sites.

The final mirror has 81 layers, 41 of them Mo, and is 301 nm thick. Most neighbouring pairs add up to about 7.05 nm, but the sequence has interruptions. At a depth of about 142 nm, 8.32 nm of silicon separates Mo layers of 1.96 and 2.63 nm. Their centres are $0.98+8.32+1.32=10.6$ nm apart, or 1.5 ordinary periods. Around the 15.22 nm silicon layer the distance is $0.75+15.22+1.73=17.7$ nm, or 2.5 periods.

These are half-period slips of the kind suggested by the two-sheet example. That they broaden this thick mirror by the same mechanism is a plausible reading, not a separate result. The first slip also lies close to the bottom of the starting stack, at $20\times7.053=141$ nm. This may be a trace of the start or a coincidence; the needle search was not repeated from other starts.

## Independent derivatives

A check of the gradient needs a reflectance computed another way. Let $f$ be the Fresnel amplitude of an interface, $f=(y_1-y_2)/(y_1+y_2)$ with $y=q/m$, and let $w$ be the amplitude returned from below, including the phase $e^{2iqd}$ of the layer. Transmission down and back contributes $(1+f)(1-f)$, and each further internal reflection contributes $-fw$. Summing the geometric series,

$$r=f+\frac{(1-f^2)w}{1+fw}=\frac{f+w}{1+fw}.$$

Repeating this from the substrate upwards gives $R$ without using $U$, $V$ or the needle formula.

For the final stack, this recursion supplied central differences for every layer thickness at all 20 wavelengths and in both polarizations, with a step of $10^{-4}$ nm. The largest derivative is 0.213 nm$^{-1}$, and the largest disagreement with the formula is $1.0\times10^{-9}$ nm$^{-1}$. At 12 random sites per polarization, with both materials, the largest errors were $7.5\times10^{-10}$ nm$^{-1}$ for insertion and $6.6\times10^{-11}$ nm$^{-1}$ for replacement. Direct integration of the field equations at 13.5 nm agrees with the recursion within $5.9\times10^{-12}$ in $R$.

An accurate gradient does not ensure good behaviour away from the sampled wavelengths. On 401 points including the band edges, the mean is 0.588, as before, but the minimum is 0.511 instead of 0.540. The outermost design wavelengths are 13.025 and 13.975 nm, so the edges themselves were not constrained. The lower minimum lies at the 13.0 nm edge, and the 14.0 nm edge is nearly as low; between the outermost design wavelengths $R$ stays at about 0.54 or above. If the minimum matters more than the mean, the edges should be included and given more weight.

## What a real mirror changes

Real Mo/Si mirrors have mixed interfaces, and, measured by the band mean, this is the largest neglected effect computed here. An error-function profile with a width parameter of 0.6 nm, a rough typical size, lowers the band mean by 0.080, from 0.588 to 0.509. The two Mo layers at 1.5 nm would then be nowhere pure: even at their centres only a fraction $\operatorname{erf}[0.75/(0.6\sqrt2)]\approx0.79$ of the permittivity step from Si to Mo remains. The top Mo layer is also exposed: adding a 1.5 nm silica-like cap with a rough index of $0.98+0.01i$ costs 0.026. Molybdenum's own oxide has a different index, so its cost must be computed separately. A practical design should include its top layer from the start.

The other changes in band mean, each with the design held fixed, are:

- p instead of s polarization: $-0.014$
- 10 instead of 6 degrees: $-0.021$
- a Mo index decrement proportional to $\lambda^2$: $-0.008$
- a glass substrate: $+0.0001$
- heating by 50 K with expansion $5\times10^{-6}$ K$^{-1}$: $-0.00001$

These figures need not add, and a new optimization could recover part of the losses. A small change of the mean does not imply that the flatness survives. At 10 degrees the lowest sampled reflectance falls from 0.54 to about 0.28 and $F$ rises to about 0.008. With the $\lambda^2$ decrement $R$ runs from about 0.46 to 0.64 and $F$ rises to about 0.002. The index of silicon also varies across this band, which lies just above its L edge near 12.4 nm, and that variation is not included. With constant indices $0.9238+0.0064i$ and $0.999+0.0018i$, close to tabulated values at 13.5 nm, the same layers give a mean of about 0.55. The layer list therefore belongs to the model indices, and a real mirror must be optimized with tabulated, wavelength-dependent constants.

Random thickness errors of 0.05 nm rms lower the mean by only about 0.004, but the largest spectral change averages 0.048 over 100 trials, with a standard error of about 0.003; 2000 trials give about 0.043. The design's own largest sampled departure from its mean is about 0.05, of similar size, so at this deposition accuracy thickness errors would disturb the flatness about as much as the remaining designed ripple does. A merit averaged over thickness errors would take this into account. The same needle slope applies to each member of that average.

The model omits lateral scattering and fine structure in the optical constants. It also leaves the spectral phase free, so a mirror for short pulses needs a merit that includes the phase of $r$. The derivative $G_b$ already supplies what that requires, since $d(\arg r)/dt=\operatorname{Im}(G_b/r)$ wherever $r\ne0$. The full layer list is in the numerical output below.

## Computed values

```
band: 13.0 to 14.0 nm = 88.56 to 95.37 eV; angle 6.0 deg
index Mo 0.920+0.006j, Si 1.000+0.002j; target R 0.60; 20 wavelengths
best periodic: 20 pairs, period 7.053 nm, Mo fraction 0.499
best periodic: merit 0.010690, mean R 0.5574, min 0.3579, max 0.6541
periodic, 40 pairs: merit 0.037521, mean R 0.5619, min 0.1345, max 0.7308
refined, no needles: merit 0.007979, mean R 0.5343, min 0.4068, max 0.5974
final aperiodic: merit 0.000452, mean R 0.5884, min 0.5398, max 0.6116
needles accepted: 24, of which in the silicon reserve: 5
needle: depth nm, material, derived slope 1/nm, difference 1/nm, merit
  1:  172.74 Mo -1.025104e-03 -1.025104e-03 0.005900
  4:  186.94 Mo -3.976859e-04 -3.976859e-04 0.002480
  7:  193.81 Mo -1.945123e-04 -1.945123e-04 0.001210
 10:  251.53 Mo -5.496925e-05 -5.496925e-05 0.000798
 13:  245.15 Mo -2.240681e-05 -2.240682e-05 0.000650
 16:  151.81 Mo -2.796435e-05 -2.796440e-05 0.000559
 19:  280.59 Mo -8.649113e-06 -8.649113e-06 0.000495
 22:  141.98 Si -4.021005e-05 -4.021012e-05 0.000466
merit after needles, before minimum thickness: 0.000452
minimum thickness 1.5 nm; layers at it: 2
largest merit gradient of free layers: 9.2e-07 1/nm
steepest insertion slope left: -7.93e-06 1/nm
final stack: 81 layers, 41 of Mo, total 301.00 nm
thicknesses in nm from the top, alternating, first is Mo:
 2.60 3.92 3.04 3.84 3.15 3.77 3.24 3.72 3.30 3.68 3.35 3.66 3.39 3.63
 3.42 3.61 3.44 3.59 3.46 3.58 3.48 3.57 3.49 3.56 3.51 3.55 3.52 3.54
 3.52 3.55 3.52 3.55 3.51 3.57 3.48 3.61 3.41 3.72 3.20 4.17 1.96 8.32
 2.63 4.01 3.15 3.77 3.33 3.68 3.40 3.62 3.45 3.61 3.46 3.60 3.46 3.64
 3.41 3.77 3.17 3.92 1.50 15.22 3.46 3.55 3.54 3.51 3.58 3.48 3.61 3.45
 3.63 3.45 3.64 3.44 3.63 6.96 1.50 5.33 3.66 3.40 3.68
dense grid: mean R 0.5880, min 0.5108, max 0.6117
largest |dR/dd|: 0.2127 1/nm; largest error against differences: 1.0e-09 1/nm
random sites, largest error: insertion 7.5e-10, replacement 6.6e-11 1/nm
direct integration at 13.5 nm: largest error in R 5.9e-12
neglected effects, change of band-mean R:
 interface mixing, sigma 0.6 nm: -0.07983
 Mo decrement ~ wavelength^2: -0.00753
 p instead of s polarization: -0.01389
 angle 10 deg instead of 6 deg: -0.02066
 glass (0.98+0.01i) as substrate: +0.00014
 1.5 nm oxide (0.98+0.01i) added: -0.02572
 heating 50 K, expansion 5e-6/K: -0.00001
 random thickness errors, 0.05 nm rms: -0.00360; mean largest spectral change 0.0482
```
